# Why a negative nitride formation energy does not promise rapid nitridation

Consider the rate $r$, per surface site, at which a classical gas of molecules of mass $M$ reacts with a solid. Let $p$ be the pressure, $\sigma$ the area of a site and $\tau=k_BT$ the thermal energy. With $\sigma$ as the only length in the list, $p\sigma/\sqrt{M\tau}$ has the dimension of inverse time, and any remaining factor can depend only on $p\sigma^{3/2}/\tau$ and on energies divided by $\tau$. If molecules react independently, $r$ is linear in $p$, so the first of these drops out:

$$r_+=\frac{p\sigma}{\sqrt{M\tau}}\;\Phi\!\left(\frac{E_1}{\tau},\frac{E_2}{\tau},\dots\right).$$

Time-reversal symmetry adds one constraint. For a single elementary step it fixes the ratio of reverse to forward rate as $e^{\Delta G/\tau}$, where $\Delta G$ is the reaction free energy. The net rate is therefore

$$r=r_+\left(1-e^{\Delta G/\tau}\right).$$

Thermodynamics supplies the bracket, which cannot exceed one. It does not supply $\Phi$.

## The belief and its appeal

The belief is this: silicon nitride lies far below silicon and nitrogen gas in energy, so hot silicon in nitrogen should turn to nitride rapidly. It has a sound part. A negative free energy is necessary for net growth, and a more exothermic surface step can have a lower barrier, as the model below shows. The error is to take the depth of the final state for the height of the path.

As rough sizes, the formation energy is $-8$ eV per Si$_3$N$_4$ and the nitrogen bond is worth 10 eV. The example uses round parameters of similar size for a nameless solid S and gas A$_2$, in

$$3\,\mathrm S+2\,\mathrm A_2\rightarrow \mathrm S_3\mathrm A_4 .$$

It tests the inference; it does not predict the barrier of nitrogen on silicon. Algebra is in atomic units, and energies are per A$_2$ molecule unless stated.

Let $D$ be the bond energy of A$_2$ and $B$ the energy gained when one free atom A enters the product. Breaking the molecule costs $D$ and placing two atoms returns $2B$, so the formation energy is

$$Q=D-2B .$$

Two gases can share $Q=-4$ eV, which is $-8$ eV per S$_3$A$_4$: one with $D=10$, $B=7$ eV, the other with $D=4$, $B=4$ eV. The value of $Q$ does not reveal how strong a bond must first be opened.

## Formation energy is not yet free energy

The gas also loses entropy. Integrating over momentum gives $1/\lambda$ states per unit length, with $\lambda=\sqrt{2\pi/(M\tau)}$. A classical rotor with rotational constant $B_{\rm rot}$ has $\tau/B_{\rm rot}$ states, halved because the two atoms are identical. The volume per molecule is $\tau/p$, so the chemical potential, measured from the molecule's energy, is

$$\mu=-\tau\ln\!\left[\frac{\tau}{p\lambda^3}\,\frac{\tau}{2B_{\rm rot}}\right],\qquad \Delta G=Q-\mu .$$

Vibrational free energy is neglected in gas and solids. At $p=6\times10^{-7}$ eV/Å$^3$, near atmospheric pressure, and 800 K, $\Delta G=-2.40$ eV. It reaches zero near 1780 K. That temperature is sensitive to the neglect: six added solid modes per A$_2$ of 0.06 to 0.12 eV would lower $\Delta G$ by only 0.1 to 0.2 eV at 800 K but move the zero to roughly 2100–2400 K. A negative formation energy thus does not even guarantee growth at every temperature. At 800 K, however, the direction is not in doubt, and the question is one of rate.

## The barrier to opening the bond

Let $x$ be the stretch of a molecule at the surface and $y=e^{-ax}$, with $a$ an inverse range. Take a Morse curve for the intact molecule and a repulsive curve for the separated, adsorbed atoms:

$$V_M=D(1-y)^2,\qquad V_S=q+Cy^2 .$$

Here $q<0$ is the energy of dissociative adsorption and $C>0$ measures the repulsion at zero stretch. Both gases are given the same $q$, $C$ and $a$, so that only the bond differs. At fixed $a$ the force constant $2Da^2$ grows with $D$, so the stronger bond is also the stiffer one. Equal $q$ implies that the atoms of the stronger molecule also bind more strongly to the surface.

The difference $F(y)=V_M-V_S$ has slope $-2[D(1-y)+Cy]<0$ for $0\le y\le1$. Also $F(0)=D-q>0$ and $F(1)=-(C+q)$. If $C+q>0$, there is one crossing at positive stretch. Setting $F=0$ gives

$$(D-C)y^2-2Dy+(D-q)=0 .$$

Dividing by $y^2$ and solving for $1/y$ gives

$$\frac1y=\frac{D\pm\sqrt{D^2-(D-q)(D-C)}}{D-q}.$$

The quantity under the root equals $D(C+q)-Cq$. The plus sign gives

$$y_c=\frac{D-q}{D+\sqrt{D(C+q)-Cq}},\qquad E_c=D(1-y_c)^2 .$$

This root is positive. It is below one if $-q$ is less than the square root, that is, if $q(C+q)<D(C+q)$, which holds because $q<0<D$. It is therefore the required crossing, and $E_c<D$: the surface begins to bind the atoms before the bond is fully broken. The bond energy itself is not the barrier.

With $q=-2$ eV and $C=12$ eV, the strong bond gives $y_c=12/(10+\sqrt{124})=0.568$ and $E_c=1.87$ eV. The weak bond gives $y_c=6/(4+8)=0.5$ and $E_c=1.00$ eV.

If instead $C+q<0$, then $V_S\le C+q<0$ at every $x\ge0$. The lower curve stays below the energy of the free molecule, so stretching meets no barrier above that level, however large $D$ is. A strong bond can impose a barrier; it need not.

To see what moves the crossing, differentiate $F=0$. Changing $q$ gives $dy_c/dq=-1/\{2[D(1-y_c)+Cy_c]\}$. Since $dE_c=-2D(1-y_c)\,dy_c$ at fixed $D$,

$$\frac{\partial E_c}{\partial q}=\alpha=\frac{D(1-y_c)}{D(1-y_c)+Cy_c}.$$

Changing $D$ gives $dy_c/dD=(1-y_c)^2/\{2[D(1-y_c)+Cy_c]\}$. Writing $E_c=q+Cy_c^2$ then yields

$$\frac{\partial E_c}{\partial D}=2Cy_c\frac{dy_c}{dD}=(1-\alpha)(1-y_c)^2 .$$

Both derivatives lie between zero and one. In this model a stronger bond raises the crossing, but by less than its own increase. For the strong bond $\alpha=0.39$, so making the surface step slightly more exothermic returns about 39% of the change as a lower crossing. This is the sound part of the belief, and it concerns $q$, not the bulk quantity $Q$.

An electronic coupling $W>0$ mixes the two curves. The lower energy is

$$V_-=\frac{V_M+V_S}{2}-\sqrt{\frac{(V_M-V_S)^2}{4}+W^2}.$$

It lies below both curves. Since $V_M$ rises and $V_S$ falls with $x$, the smaller of them never exceeds $E_c$. At the crossing $V_-=E_c-W$. The barrier, the maximum of $V_-$ measured from the energy of the free molecule, therefore obeys $E_c-W\le E_b<E_c$.

For small $W$, use straight lines of slope $s_M$ and $-s_S$ near the crossing, with displacement $u$, $m=(s_M-s_S)/2$ and $d=(s_M+s_S)/2$:

$$V_--E_c\simeq mu-\sqrt{d^2u^2+W^2}.$$

At the maximum $m=d^2u/\sqrt{d^2u^2+W^2}$. Squaring gives $u^2=m^2W^2/[d^2(d^2-m^2)]$, and the square root becomes $Wd/\sqrt{d^2-m^2}$. Substitution gives $V_--E_c=-W\sqrt{1-m^2/d^2}=-2W\sqrt{s_Ms_S}/(s_M+s_S)$. The slopes are $s_M=2aDy_c(1-y_c)$ and $s_S=2aCy_c^2$, so $s_M/(s_M+s_S)=\alpha$ and

$$E_b\simeq E_c-2W\sqrt{\alpha(1-\alpha)} .$$

For $W=0.3$ eV this gives 1.576 and 0.740 eV. Direct maximization of $V_-$ gives 1.576 and 0.743 eV, and these values are used below.

## From barrier to growth rate

Assume that motion normal to the surface supplies the energy along the reaction path, that the transverse modes are unchanged, and that no trajectory turns back after crossing the barrier. The reactive flux is the Maxwell flux with $Mv^2/2>E_b$:

$$\frac p\tau\sqrt{\frac{M}{2\pi\tau}}\int_{\sqrt{2E_b/M}}^\infty v\,e^{-Mv^2/2\tau}dv
=\frac{p}{\sqrt{2\pi M\tau}}e^{-E_b/\tau}.$$

The integral equals $(\tau/M)e^{-E_b/\tau}$. Multiplying the flux by $\sigma$ gives the dissociation rate $k_1$ per site on an empty surface, in the form required at the start.

Dissociation needs two empty neighbouring sites, taken as randomly occupied. With coverage $\theta$, incorporation rate $k_2$ and reverse rates $k_{-1}$, $k_{-2}$,

$$\dot\theta=2k_1(1-\theta)^2-2k_{-1}\theta^2-k_2\theta+k_{-2}(1-\theta).$$

At the equilibrium pressure each pair of terms balances, so $(k_1/k_{-1})(k_2/k_{-2})^2=1$. Of these rates only $k_1$ depends on pressure, linearly, and $e^{-\Delta G/\tau}$ is also linear in $p$. At any pressure, then,

$$\frac{k_1}{k_{-1}}\left(\frac{k_2}{k_{-2}}\right)^2=e^{-\Delta G/\tau}.$$

If incorporation is fast in both directions, $\theta/(1-\theta)=k_{-2}/k_2$, and the net atom uptake is

$$r=2k_1(1-\theta)^2\left(1-e^{\Delta G/\tau}\right).$$

At 800 K, $\Delta G/\tau=-2.40/0.0689=-34.8$. In this limit the bracket is then one to within $10^{-15}$, and a more negative $\Delta G$ can hardly change it.

Which step controls growth when both reverse steps are negligible? This asks for more than a large negative $\Delta G$: adsorbed atoms must also enter the solid before many of them recombine and leave. Both examples below meet this condition at 800 K, though the weak bond no longer does at 1200 K, where about a fifth of the dissociated pairs recombine. Reverse incorporation at 800 K is about 4% of the forward step for the strong bond and far less for the weak one. With both reverse steps dropped, $r=2k_1(1-\theta)^2=k_2\theta$. Taking logarithms and differentiating,

$$d\ln k_1-d\ln k_2=\left(1+\frac{2\theta}{1-\theta}\right)d\ln\theta=\frac{1+\theta}{1-\theta}\,d\ln\theta .$$

Since $d\ln r=d\ln k_2+d\ln\theta$,

$$d\ln r=X_1\,d\ln k_1+X_2\,d\ln k_2,\quad X_1=\frac{1-\theta}{1+\theta},\quad X_2=\frac{2\theta}{1+\theta}.$$

While recombination is negligible, an almost empty surface means control by dissociation and a nearly full one means control by incorporation. Fast recombination breaks this rule: for the weak bond below at 1500 K the coverage is 0.005, yet dissociation holds only 0.38 of the control. Because $k_1\propto p$, $X_1$ is also the pressure order. Because $k_1\propto\tau^{-1/2}e^{-E_b/\tau}$ at fixed pressure, the apparent activation energy is $X_1(E_b-\tau/2)+X_2E_2$, with $E_2$ the incorporation barrier.

## The same formation energy, two growth rates

Both gases strike a site $1.63\times10^8$ times per second at 800 K. Both have $E_2=1.5$ eV and an incorporation attempt rate of $10^{13}$ s$^{-1}$, hence $k_2=3.55\times10^3$ s$^{-1}$. The reverse incorporation rate is taken as $k_{-2}=k_2e^{(Q-q)/2\tau}$. Detailed balance then fixes $k_{-1}$. With free rotation and translation kept at the barrier, its prefactor is about $2\times10^{18}$ s$^{-1}$; a barrier that hinders these motions would lower $k_1$ and $k_{-1}$ together.

For the strong bond, the reaction probability per collision is $1.17\times10^{-10}$, so

$$k_1=(1.63\times10^8)(1.17\times10^{-10})=0.019\ \mathrm{s^{-1}}.$$

The uptake is 0.038 atoms per site per second, or one atom per site in 26 s. The coverage is about $10^{-5}$ and $X_1$ is very close to one: dissociation controls. Its barrier is only slightly above $E_2$. The large gap between $k_1$ and $k_2$ comes mostly from the prefactors, since a site is struck far less often than an adsorbed atom attempts to enter the solid. Comparing barriers alone would miss this.

For the weak bond, $k_1=3.4\times10^3$ s$^{-1}$, the coverage is 0.49 and the uptake is $1.75\times10^3$ s$^{-1}$. This is about 46,000 times faster at the same formation energy. Much of this factor comes from stiffness: if the range of the weak Morse curve alone is changed to give it the force constant of the strong bond, its barrier is 1.26 eV and the factor is about 95. Now $X_1=0.34$ and $X_2=0.66$, so incorporation has the larger share of control.

Doubling the formation energy of the strong-bond case, with $q$ and all forward barriers held fixed, raises the uptake by one part in a million. Even this change has a simple origin. The original solid returns atoms to the surface and adds $k_{-2}/k_2=e^{-1/0.0689}\simeq5\times10^{-7}$ to the coverage. A deeper solid removes that contribution, and $(1-\theta)^2$ grows by twice as much.

Temperature separates the two ideas again. The logarithm in $\Delta G$ has an argument proportional to $\tau^{7/2}$, so $d\Delta G/d\tau=\ln[\cdots]+7/2$, which is positive here: heating weakens the driving force. Yet the time for one atom per site falls from $5.7\times10^{17}$ s at 300 K to 26 s at 800 K and 0.016 s at 1200 K. In this example the barrier stops growth for all practical purposes at 300 K, but not at 1200 K: it makes the rate depend strongly on temperature. Near 1780 K the net rate must vanish as $\Delta G$ does.

Free atoms avoid the molecular barrier. Their mass is $M/2$, so their flux at partial pressure $p_a$ is $p_a/\sqrt{\pi M\tau}$. If every atom sticks to an empty surface, equating this to twice the reactive molecular flux gives

$$\frac{p_a}{p}=\sqrt2\,e^{-E_b/\tau}=1.7\times10^{-10}$$

for the strong bond at 800 K. So small an atomic fraction supplies as many atoms as the whole molecular gas. Heat alone does not provide it: with $D=10$ eV the equilibrium atomic fraction at 800 K is of order $10^{-29}$, so the atoms must come from a non-thermal source.

These rates describe early growth. Once a film separates gas from solid, transport through it can take control, and neither $Q$ nor $E_b$ alone then gives the rate. The numerical output below lists the inputs and results in full.

## Computed values

```
Formation energy per S3A4: -8 eV
Formation energy per A2: -4 eV
Surface-step energy per A2: -2 eV
Repulsion strength: 12 eV
Electronic coupling: 0.3 eV
Curve range parameter: 2.5 1/angstrom
Molecular mass: 30 u
Bond length: 1.1 angstrom
Gas pressure: 6e-07 eV/angstrom^3
Pressure / standard atmosphere: 0.94874
Site area: 10 angstrom^2
Incorporation barrier: 1.5 eV
Incorporation attempt rate: 1e+13 1/s
Main temperature: 800 K
Thermal energy: 0.068939 eV
Free energy per A2 at main temperature: -2.4 eV
Temperature of zero free energy: 1784.2 K
Collisions per site: 1.6349e+08 1/s
Strong bond energy: 10 eV
Strong product binding per atom: 7 eV
Strong crossing y: 0.56776
Strong crossing stretch: 0.22642 angstrom
Strong crossing energy: 1.8683 eV
Strong alpha: 0.38816
Strong crossing slope with bond energy: 0.11431
Strong small-coupling barrier: 1.5759 eV
Strong adiabatic barrier: 1.5763 eV
Strong reaction probability: 1.174e-10
Strong k1: 0.019194 1/s
Strong coverage: 1.131e-05
Strong atom uptake per site: 0.038387 1/s
Strong controls X1, X2: 0.99998, 0.00002
Strong pressure order: 0.99998
Strong apparent activation energy: 1.5418 eV
Weak bond energy: 4 eV
Weak product binding per atom: 4 eV
Weak crossing y: 0.5
Weak crossing stretch: 0.27726 angstrom
Weak crossing energy: 1 eV
Weak alpha: 0.25
Weak crossing slope with bond energy: 0.1875
Weak small-coupling barrier: 0.74019 eV
Weak adiabatic barrier: 0.7432 eV
Weak reaction probability: 2.0799e-05
Weak k1: 3400.5 1/s
Weak coverage: 0.49226
Weak atom uptake per site: 1748.3 1/s
Weak controls X1, X2: 0.33895, 0.66105
Weak pressure order: 0.33992
Weak apparent activation energy: 1.2296 eV
Common k2: 3551.5 1/s
Weak/strong uptake ratio: 45544
Equivalent atom/molecule pressure ratio: 1.6603e-10
Relative uptake change, doubled formation energy: 1.003e-06
Strong at 300 K: uptake 1.764e-18 1/s; one atom per site in 5.668e+17 s
Strong at 1200 K: uptake 64 1/s; one atom per site in 0.01562 s
Strong at 800 K: one atom per site in: 26.051 s
```
